# The Nonrelativistic Coulomb Spectrum from the so(2,1) Algebra, part 1

(Sections cited here and not found follow in the second part.)

An electron bound to a point nucleus of charge $Ze$, without spin and without relativity, has its relative motion governed by $H=\mathbf p^2/2\mu-Ze^2/(4\pi\varepsilon_0 r)$, where $\mu=m_eM/(m_e+M)$ is the reduced mass. The constants $\hbar$, $\mu$ and $e^2/4\pi\varepsilon_0$ form exactly one length, $a_\mu=4\pi\varepsilon_0\hbar^2/\mu e^2=a_0m_e/\mu$, and one energy, $E_\mu=\hbar^2/\mu a_\mu^2=E_h\,\mu/m_e$, with $a_0$ the Bohr radius and $E_h$ the Hartree energy. Measured in these units, $\hbar=\mu=e^2/4\pi\varepsilon_0=1$ and

$$H=\tfrac12 p^2-\frac Zr,\qquad \mathbf p=-i\nabla,\qquad p^2=-\nabla^2 .$$

The charge can be scaled away as well. With $\mathbf r=\mathbf r'/Z$ the kinetic term becomes $Z^2p'^2/2$ and the potential $-Z^2/r'$, so every energy is $Z^2$ times a number that does not depend on $Z$. A bound state has $E<0$ and defines its own inverse length $\kappa$ through $E=-\kappa^2/2$. Since $E\propto Z^2$, $\kappa$ is proportional to $Z$, and the answer must have the form

$$E=-\frac{Z^2}{2\nu^2},\qquad \nu=\frac Z\kappa ,$$

with $\nu$ a pure number. Rotational symmetry allows $\nu$ to depend on the angular momentum $l$ and on a radial label, but not on the magnetic quantum number $m_l$. The same scaling shows which operator has $\nu$ as its eigenvalue. Put $\boldsymbol\rho=\kappa\mathbf r$ in $(H-E)\psi=0$. The equation becomes $\left[\tfrac12\kappa^2p_\rho^2-Z\kappa/\rho+\tfrac12\kappa^2\right]\psi=0$, and multiplication by $\rho/\kappa^2$ gives

$$\tfrac12\left(\rho\,p_\rho^2+\rho\right)\psi=\nu\,\psi .$$

The operator on the left contains no parameter. It is the sum of a piece $rp^2$ that scales as (length)$^{-1}$ and a piece $r$ that scales as (length)$^{+1}$. The scaling degree of a commutator is the sum of the degrees of its two entries, so the commutator of these two pieces has degree zero, like the generator of dilations, and the commutator of the dilation generator with either piece gives that piece back. Dimensions therefore permit a closed algebra of three operators of degrees $-1$, $0$, $+1$. They do not guarantee it, because there are many operators of degree zero ($r^2p^2$ and $L^2$ among them), and the one that appears has to be computed.

Let $\vartheta=\mathbf r\cdot\nabla=r\partial_r$, which acts only on the radial dependence, and define

$$A=rp^2,\qquad B=r,\qquad D=\mathbf r\cdot\mathbf p-i=-i(\vartheta+1),$$

so that $iD=\vartheta+1$. All operator identities below are identities between differential expressions acting on functions smooth away from the origin; the question of which functions are admitted arises with the scalar product. From $\vartheta(rf)=rf+r\vartheta f$ follows $[\vartheta,r]=r$. From $\partial_j(x_k\partial_kf)=\partial_jf+x_k\partial_k\partial_jf$ (repeated indices summed) follows $[\vartheta,\partial_j]=-\partial_j$, and using this once for each derivative in $\partial_j\partial_j$ gives $[\vartheta,p^2]=-2p^2$. Then $[\vartheta,A]=[\vartheta,r]p^2+r[\vartheta,p^2]=rp^2-2rp^2=-A$. Multiplying by $-i$, and noting that the constant in $D$ commutes with everything,

$$[D,B]=-iB,\qquad [D,A]=iA .$$

For the third commutator, $r$ commutes with itself, so $[A,B]=r[p^2,r]$. The product rule gives $\nabla^2(rf)=f\nabla^2r+2\nabla r\cdot\nabla f+r\nabla^2f$. Here $\partial_jr=x_j/r$, so $\nabla r\cdot\nabla=\partial_r$ and $\nabla^2r=\partial_j(x_j/r)=3/r-x_jx_j/r^3=2/r$. Hence

$$[p^2,r]=-\frac2r-2\partial_r,\qquad [A,B]=-2(\vartheta+1)=-2iD .$$

The commutator is of first order in the derivatives and is a dilation generator, so the algebra closes. It also fixes the constant in $D$. With the bare $\mathbf r\cdot\mathbf p=-i\vartheta$ the first two commutators would be unchanged, but the third would read $[A,B]=-2i\,\mathbf r\cdot\mathbf p-2$, which contains the unit operator as a fourth element. The shift by $-i$ is the only one that removes it.

The standard basis is

$$T_1=\tfrac12(A-B)=\tfrac12(rp^2-r),\qquad T_2=D,\qquad T_3=\tfrac12(A+B)=\tfrac12(rp^2+r),$$

with inverse $A=T_3+T_1$ and $B=T_3-T_1$. The three commutators follow by linearity:

$$[T_1,T_2]=-\tfrac12[D,A]+\tfrac12[D,B]=-\tfrac i2A-\tfrac i2B=-iT_3,$$

$$[T_2,T_3]=\tfrac12[D,A]+\tfrac12[D,B]=\tfrac i2A-\tfrac i2B=iT_1,$$

$$[T_3,T_1]=\tfrac14\left(-[A,B]+[B,A]\right)=-\tfrac12[A,B]=iT_2 .$$

These differ from the angular momentum rules only in the sign of the first. The formal substitution $T_1=iJ_1$, $T_2=iJ_2$, $T_3=J_3$ turns the rules of so(3) into them, and turns $J_1^2+J_2^2+J_3^2$ into $T_3^2-T_1^2-T_2^2$. This is the Lie algebra so(2,1) of the transformations that preserve a quadratic form of signature $(+,-,-)$. The commutators $[T_3,T_1]=iT_2$ and $[T_3,T_2]=-iT_1$ say that $T_3$ rotates $T_1$ and $T_2$ into each other through sines and cosines, and $T_3$ is called the compact generator. The commutators $[T_2,T_3]=iT_1$ and $[T_2,T_1]=iT_3$ have equal signs, so $T_2$ mixes $T_3$ and $T_1$ through hyperbolic functions, as a boost mixes time and space. All three $T_j$ are built from the rotational scalars $r$, $p^2$ and $\mathbf r\cdot\mathbf p$, so they commute with every component of $\mathbf L=\mathbf r\times\mathbf p$.

The quadratic invariant is $Q=T_3^2-T_1^2-T_2^2$. With $[X,Y^2]=[X,Y]Y+Y[X,Y]$ and $\{X,Y\}=XY+YX$,

$$[T_3,Q]=-i\{T_2,T_1\}+i\{T_1,T_2\}=0,$$

$$[T_1,Q]=-i\{T_2,T_3\}+i\{T_3,T_2\}=0,$$

$$[T_2,Q]=i\{T_1,T_3\}-i\{T_3,T_1\}=0,$$

where the first line uses $[T_3,T_1]=iT_2$ and $[T_3,T_2]=-iT_1$, the second $[T_1,T_3]=-iT_2$ and $[T_1,T_2]=-iT_3$, and the third $[T_2,T_3]=iT_1$ and $[T_2,T_1]=iT_3$. To evaluate this Casimir operator, expand the squares without reordering:

$$T_3^2-T_1^2=\tfrac14\left[(A+B)^2-(A-B)^2\right]=\tfrac12(AB+BA).$$

Since $BA=r^2p^2$ and $AB=BA+[A,B]=r^2p^2-2(\vartheta+1)$, this equals $r^2p^2-(\vartheta+1)$. Also $T_2^2=-(\vartheta+1)^2$. Therefore

$$Q=r^2p^2-(\vartheta+1)+(\vartheta+1)^2=r^2p^2+\vartheta^2+\vartheta .$$

The right side is $L^2$. With $L_i=-i\epsilon_{ijk}x_j\partial_k$ and $\epsilon_{ijk}\epsilon_{iab}=\delta_{ja}\delta_{kb}-\delta_{jb}\delta_{ka}$,

$$L^2=-\left(x_j\partial_kx_j\partial_k-x_j\partial_kx_k\partial_j\right).$$

In the first term $\partial_kx_j=\delta_{jk}+x_j\partial_k$ gives $\vartheta+r^2\nabla^2$. In the second, $\partial_kx_k=3+\vartheta$ gives $3\vartheta+x_jx_k\partial_k\partial_j$, and since $\vartheta^2=x_j\partial_jx_k\partial_k=\vartheta+x_jx_k\partial_j\partial_k$, the second term is $\vartheta^2+2\vartheta$. Thus $L^2=-r^2\nabla^2-\vartheta+\vartheta^2+2\vartheta=r^2p^2+\vartheta^2+\vartheta$, and

$$Q=T_3^2-T_1^2-T_2^2=L^2 .$$

On functions $f(r)Y_{lm_l}$ the Casimir operator of so(2,1) is the number $l(l+1)$. The radial algebra and the rotation algebra commute with each other and share one invariant, so each partial wave carries a representation of so(2,1) whose label is set by $l$. The numerical check asserts the three commutators, the commutation with $\mathbf L$, the identity for $r^2p^2$ and $Q=L^2$ in Cartesian coordinates, on $e^{\mathbf k\cdot\mathbf r}$ with $\mathbf k$ kept as a symbol, and it asserts that the third commutator fails with the bare $\mathbf r\cdot\mathbf p$.

From here on $l$ and $m_l$ are fixed and the operators act on radial functions $f(r)$. Solving the identity above for $p^2$ and using $\vartheta^2+\vartheta=r^2\partial_r^2+2r\partial_r$,

$$p^2f=-f''-\frac2rf'+\frac{l(l+1)}{r^2}f=\frac1r\left[-u''+\frac{l(l+1)}{r^2}u\right],\qquad u=rf ,$$

the last form following from $(rf)''=rf''+2f'$.

Commutators alone fix no spectrum; a scalar product under which the generators are Hermitian is needed. The ordinary one does not serve, because under $\int d^3r$ the adjoint of $rp^2$ is $p^2r=rp^2-2/r-2\partial_r$. The factor $r$ in front of $p^2$ is cancelled by the weight $1/r$, which suggests

$$(f,g)=\int\frac{d^3r}{r}\,f^*g\;\longrightarrow\;\int_0^\infty f^*g\;r\,dr ,$$

the second form holding for radial functions with normalized $Y_{lm_l}$. Round brackets always denote this product; angle brackets are kept for expectation values with $d^3r$. The operator $B$ is multiplication by a real function and is Hermitian. For $A$, one integration by parts of $-f^*(r^2g')'$ gives

$$(f,Ag)=\int_0^\infty\left[r^2f'^*g'+l(l+1)f^*g\right]dr-\left[r^2f^*g'\right]_0^\infty ,$$

which is symmetric when the boundary term vanishes. For $D$,

$$(f,(\vartheta+1)g)+((\vartheta+1)f,g)=\int_0^\infty\left[r^2(f^*g)'+2rf^*g\right]dr=\left[r^2f^*g\right]_0^\infty ,$$

so $\vartheta+1$ is antisymmetric and $D=-i(\vartheta+1)$ is Hermitian. The constant that closed the algebra is also the one that makes $D$ Hermitian for this weight: with any other real constant $c$ in place of 1 the sum would contain the extra term $2(c-1)(f,g)$, which does not vanish in general. The boundary terms vanish for functions that behave as $r^l$ at the origin and decay exponentially, and the ladder construction below applies Hermiticity only to such functions.

The behaviour at the origin is not an extra assumption. The eigenvalue equation $T_3f=tf$ reads $u''=\left[1-2t/r+l(l+1)/r^2\right]u$. Near $r=0$ the trial $u\sim r^\sigma$ gives $\sigma(\sigma-1)=l(l+1)$, so $f$ starts as $r^l$ or as $r^{-l-1}$ (for $l=0$ the roots are $\sigma=1$ and $\sigma=0$, the term $2t/r$ being less singular than $1/r^2$). The second choice makes $(f,f)$ contain $\int_0r^{-2l-1}dr$, which diverges for every $l\ge0$, logarithmically for $l=0$. A finite norm $(f,f)$ therefore selects $r^l$ in all partial waves. This matters for $l=0$. The singular radial solution, which starts as $1/r$, is square integrable at the origin with $d^3r$, and it fails to solve the three-dimensional Schrödinger equation only because $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$. Multiplying the equation by $r$ destroys that delta function, so the multiplied equation alone would admit the singular solution, and it is the weight $1/r$ that excludes it again. At large $r$ the trial $u=r^se^{\mp r}$ has $u''=[1\mp2s/r+s(s-1)/r^2]u$, which matches the equation through order $1/r$ for $u\sim r^te^{-r}$ and $u\sim r^{-t}e^{+r}$; a finite norm selects the first.

The compact generator is bounded below, and the bound can be made sharp. For real $f$ (real and imaginary parts can be treated separately),

$$(f,T_3f)=\tfrac12\int_0^\infty\left[r^2f'^2+l(l+1)f^2+r^2f^2\right]dr .$$

Consider the non-negative integral $I=\int_0^\infty\left(f'+f-lf/r\right)^2r^2dr$. The squares give $r^2f'^2+r^2f^2+l^2f^2$. The cross terms are $2r^2ff'$, $-2lrff'$ and $-2lrf^2$. Writing $2ff'=(f^2)'$ and integrating by parts, the first becomes $-2rf^2$ and the second $+lf^2$. Collecting terms,

$$I=2(f,T_3f)-2(l+1)(f,f)\ge0 ,\qquad\text{so}\qquad T_3\ge l+1 .$$

For $l=0$ the same inequality, read in three dimensions as $\int|\nabla\psi+\hat{\mathbf r}\psi|^2d^3r\ge0$ with $\nabla\cdot\hat{\mathbf r}=2/r$, says $2\int|\psi|^2d^3r/r\le\int|\nabla\psi|^2d^3r+\int|\psi|^2d^3r$. Every normalizable state of finite kinetic energy therefore has $(\psi,\psi)<\infty$, which expresses that its Coulomb energy is finite. Physical bound states belong to the space on which so(2,1) acts.

The spectrum of $T_3$ is found with $T_\pm=T_1\pm iT_2$, which are adjoints of each other because $T_1$ and $T_2$ are Hermitian. Their commutators with $T_3$ are

$$[T_3,T_\pm]=iT_2\pm i(-iT_1)=\pm T_1+iT_2=\pm T_\pm ,$$

so $T_3f=tf$ implies $T_3T_\pm f=(T_\pm T_3\pm T_\pm)f=(t\pm1)T_\pm f$. Their products are $T_\pm T_\mp=T_1^2+T_2^2\mp i[T_1,T_2]=T_1^2+T_2^2\mp T_3$, because $-i\cdot(-iT_3)=-T_3$. With $T_1^2+T_2^2=T_3^2-Q$,

$$T_+T_-=T_3^2-T_3-Q,\qquad T_-T_+=T_3^2+T_3-Q .$$

For an eigenfunction with $(f,f)=1$ the squared norms of the shifted functions are $(T_-f,T_-f)=(f,T_+T_-f)$ and $(T_+f,T_+f)=(f,T_-T_+f)$, that is

$$\|T_-f\|^2=t(t-1)-l(l+1),\qquad \|T_+f\|^2=t(t+1)-l(l+1).$$

The explicit form of the ladder operators follows from $T_1=T_3-r$ and $iT_2=\vartheta+1$:

$$T_\pm=T_3-r\pm(\vartheta+1).$$

On an eigenfunction, $T_3$ is the number $t$ and $T_\pm$ is of first order. It multiplies by $r$ or applies $r\partial_r$, neither of which spoils the behaviour $r^l$ at the origin or the exponential decay, so $T_\pm f$ is again an admissible function or zero.

Take any eigenfunction with eigenvalue $t$ and apply $T_-$ repeatedly. The eigenvalues $t,t-1,t-2,\dots$ would eventually fall below $l+1$, which the bound forbids, so at some eigenvalue $k$ a nonzero function is annihilated by $T_-$. The norm formula then requires $k(k-1)=l(l+1)$, which factorizes as

$$(k-l-1)(k+l)=0 .$$

The root $k=-l$ violates $T_3\ge l+1$. The explicit functions show how. The condition $T_-f=0$ with $T_3f=kf$ is $rf'=(k-1-r)f$, solved uniquely up to a factor by $f=r^{k-1}e^{-r}$. For this function $u=r^ke^{-r}$ has $u''=[1-2k/r+k(k-1)/r^2]u$, so

$$T_3f=\frac12\left[-u''+\frac{l(l+1)}{r^2}u+u\right]=kf+\frac{l(l+1)-k(k-1)}{2r}f ,$$

and both roots solve the differential equations. The root $k=-l$ gives $r^{-l-1}e^{-r}$, the singular function of infinite norm. The root $k=l+1$ gives $\chi_0=r^le^{-r}$, which makes the integrand of $I$ vanish and saturates the bound. So $k=l+1$, and every eigenvalue is of the form $n=l+1+m$ with $m=0,1,2,\dots$. All of these occur, because the ascent never stops:

$$n(n+1)-l(l+1)=(n-l)(n+l+1)>0\qquad(n\ge l+1).$$

For angular momentum the corresponding norm is $j(j+1)-m_j(m_j+1)$ and turns negative for large $m_j$, which truncates the ladder from above. The one changed sign in the commutators reverses this expression, and the ladder of so(2,1) has a bottom and no top. Each level is nondegenerate at fixed $l$ and $m_l$. The bottom is unique because it solves a first-order equation. For $n>l+1$, $T_+T_-f=[n(n-1)-l(l+1)]f$ with a nonzero bracket, so $f$ is proportional to $T_+$ applied to a function at level $n-1$, and uniqueness passes upward by induction. A representation with a lowest eigenvalue $k$ of the compact generator and $Q=k(k-1)$ belongs to the positive discrete series. Since all $n$ are integers here, $e^{2\pi iT_3}=1$.

The functions $\chi_m=T_+^m\chi_0$ can be written in closed form. Let $\chi_m=r^le^{-r}P_m(x)$ with $x=2r$ and $P_0=1$. Since $\vartheta(r^le^{-r}P)=r^le^{-r}(l-r+x\partial_x)P$, the operator $T_+=n-r+\vartheta+1$ at level $n=l+1+m$ gives, with $\alpha=2l+1$ and $n+l+1=m+1+\alpha$,

$$P_{m+1}=\left(m+1+\alpha-x+x\partial_x\right)P_m .$$

The associated Laguerre polynomials are defined by the Rodrigues formula $m!\,L_m^\alpha(x)=x^{-\alpha}e^xw_m$ with $w_m=\partial_x^m\left(x^{m+\alpha}e^{-x}\right)$. The Leibniz rule applied to $x\cdot g$ with $g=x^{m+\alpha}e^{-x}$ gives $w_{m+1}=x\,\partial_x^{m+1}g+(m+1)\partial_x^mg=xw_m'+(m+1)w_m$. If $w_m=x^\alpha e^{-x}P$, then $xw_m'=x^\alpha e^{-x}(\alpha-x+x\partial_x)P$, so $m!L_m^\alpha$ obeys the same recursion as $P_m$ and starts from the same value 1. Hence

$$\chi_m=m!\;r^l\,L_m^{2l+1}(2r)\,e^{-r}.$$

The recursion shows that $P_m$ has degree exactly $m$, with leading term $(-x)^m$, and that $P_m(0)=(\alpha+1)\cdots(\alpha+m)>0$. The norm is built up from $(\chi_0,\chi_0)=\int_0^\infty r^{2l+1}e^{-2r}dr=(2l+1)!/2^{2l+2}$ by one ladder factor per step. At level $n'=l+j$ the factor is $j(2l+1+j)$, and the product over $j=1,\dots,m$ is $m!\,(2l+1+m)!/(2l+1)!$. With $2l+1+m=n+l$,

$$(\chi_m,\chi_m)=\frac{m!\,(n+l)!}{2^{2l+2}},\qquad \varphi_n=2^{l+1}\sqrt{\frac{(n-l-1)!}{(n+l)!}}\;r^lL_{n-l-1}^{2l+1}(2r)\,e^{-r}.$$

The normalized functions $\varphi_n$ are the Coulomb Sturmian functions of unit exponent. They are orthogonal under $(\cdot,\cdot)$ because they belong to different eigenvalues of the Hermitian $T_3$, and the phase convention is $T_+\varphi_n=+\sqrt{n(n+1)-l(l+1)}\,\varphi_{n+1}$.

The ladder argument lists the eigenvalues but says nothing about a possible continuous spectrum. That is excluded by completeness. Suppose $(f,f)<\infty$ and $(\chi_m,f)=0$ for all $m$. Because $P_m$ has degree $m$, every power $r^j$ is a finite combination of the $P_m$, so $\int_0^\infty r^{l+1+j}e^{-r}f\,dr=0$ for all $j\ge0$. Define

$$G(z)=\int_0^\infty r^{l+1}e^{-r}f(r)\,e^{-zr}dr .$$

Splitting the integrand as $r^{1/2}f$ times $r^{l+1/2}e^{-(1+z)r}$, the Cauchy–Schwarz inequality shows absolute convergence for $\mathrm{Re}\,z>-1$, and the same holds with any extra power of $r$, so $G$ is analytic in that half-plane. Its derivatives at $z=0$ are $(-1)^j$ times the vanishing integrals, so $G$ vanishes near $z=0$ and, being analytic, in the whole half-plane. On the imaginary axis $G$ is the Fourier transform of the integrable function equal to $r^{l+1}e^{-r}f$ for $r>0$ and zero for $r<0$, and an integrable function with zero Fourier transform vanishes almost everywhere. Hence $f=0$. The $\varphi_n$ form an orthonormal basis of the radial space, $T_3$ is diagonal in it, and

$$\operatorname{spec}T_3=\{l+1,\;l+2,\;l+3,\dots\}.$$

A finite-difference diagonalization of $\tfrac12(rp^2+r)$, which uses nothing of the algebra, gives the four lowest eigenvalues 1.000000 to 4.000000 for $l=0$, 2.000000 to 5.000000 for $l=1$ and 3.000000 to 6.000000 for $l=2$, in unit steps; the program asserts agreement with the integers to a relative $10^{-6}$. It also asserts the Laguerre form and the ladder norms in exact arithmetic, and a Parseval sum for one trial function.

The Schrödinger equation enters through multiplication by $r$, which turns the potential into a constant:

$$r(H-E)=\tfrac12A-EB-Z=\left(\tfrac12-E\right)T_3+\left(\tfrac12+E\right)T_1-Z ,$$

where $A=T_3+T_1$ and $B=T_3-T_1$ were inserted. The equation $r(H-E)\psi=0$ asks that $Z$ be an eigenvalue of the generator $c_3T_3+c_1T_1$ with $c_3=\tfrac12-E$ and $c_1=\tfrac12+E$. The combination

$$c_3^2-c_1^2=(c_3-c_1)(c_3+c_1)=-2E$$

is the squared length of the vector $(c_3,c_1)$ in the indefinite metric of the algebra. It is timelike for $E<0$, lightlike for $E=0$ and spacelike for $E>0$. A boost generated by $T_2$ preserves this length, so it can turn the vector onto the $T_3$ axis only when $E<0$. This boost is the tilting.

The finite transformation $U(\theta)=e^{i\theta T_2}=e^{\theta(\vartheta+1)}$ is a dilation. The function $f_\theta(r)=e^\theta f(e^\theta r)$ equals $f$ at $\theta=0$ and obeys $\partial_\theta f_\theta=e^\theta f(e^\theta r)+e^\theta\cdot e^\theta rf'(e^\theta r)=(1+\vartheta)f_\theta$, which is the defining equation of the exponential. Therefore

$U(\theta)$ acts on radial functions as $\left(U(\theta)f\right)(r)=e^\theta f(e^\theta r)$, and the spectrum of $T_3$ at fixed $l$ has been shown to be $\{l+1,\;l+2,\;l+3,\dots\}$. It remains to use this dilation to turn the Schrödinger equation for $E<0$ into an eigenvalue equation for $T_3$, and so to find the bound energies and normalized states.
